# Zitterbewegung Frequency and Amplitude: Free Electron and Trapped-Ion Simulator: test program

```python
"""
Result under test: a free Dirac particle on a line, H = c*alpha*p + beta*m*c^2,
trembles with angular frequency 2E/hbar and amplitude
2*sqrt(w_plus*w_minus) * hbar*m*c^3/(2*E^2), where E^2 = (m c^2)^2 + (c p)^2 and
w_plus, w_minus are the weights of the positive- and negative-energy parts.
A trapped ion driven on its red and blue sidebands follows the same law with
  c -> eta*rabi*width   and   m c^2 -> hbar*detuning/2,
where width = rms ground-state size, eta = (laser wave number)*width,
rabi = carrier Rabi frequency of each tone (coupling hbar*rabi/2), and
detuning = common shift of both tones below their sidebands.
All frequencies inside the program are angular; SI units throughout.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import cumulative_trapezoid, solve_ivp
from scipy.linalg import expm

hbar, c, m_e = const.hbar, const.c, const.m_e
two_pi = 2 * np.pi


def energy(p, mass, speed):
    return np.hypot(mass * speed**2, speed * p)


def tremble_frequency(p, mass, speed):
    return 2 * energy(p, mass, speed) / hbar


def tremble_amplitude(p, mass, speed, w_minus=0.5):
    overlap = 2 * np.sqrt(w_minus * (1 - w_minus))
    return overlap * hbar * mass * speed**3 / (2 * energy(p, mass, speed)**2)


# ---- Electron: evolve four-component spinors and read off the motion ----
sigma_x = np.array([[0, 1], [1, 0]], dtype=complex)
sigma_z = np.diag([1, -1]).astype(complex)
alpha = np.kron(sigma_x, sigma_x)
beta = np.kron(sigma_z, np.eye(2))


def measured_motion(p, w_minus):
    """Return the trembling amplitude and period from explicit evolution."""
    levels, vectors = np.linalg.eigh(c * p * alpha + m_e * c**2 * beta)
    u_plus = vectors[:, 3]
    negative = vectors[:, :2]
    u_minus = negative @ (negative.conj().T @ (alpha @ u_plus))
    u_minus = u_minus / np.linalg.norm(u_minus)
    start = np.sqrt(1 - w_minus) * u_plus + np.sqrt(w_minus) * u_minus
    times = np.linspace(0, 20 * hbar / (m_e * c**2), 40001)
    coeff = vectors.conj().T @ start
    phases = np.exp(-1j * np.outer(levels, times) / hbar)
    psi = vectors @ (phases * coeff[:, None])
    velocity = c * np.sum(psi.conj() * (alpha @ psi), axis=0).real
    wobble = velocity - (velocity.max() + velocity.min()) / 2
    path = cumulative_trapezoid(wobble, times, initial=0)
    amplitude = (path.max() - path.min()) / 2
    if w_minus == 0:
        return amplitude, None
    i = np.where(wobble[:-1] * wobble[1:] < 0)[0]
    step = times[1] - times[0]
    crossings = times[i] + step * wobble[i] / (wobble[i] - wobble[i + 1])
    return amplitude, 2 * np.mean(np.diff(crossings))


for p_over_mc, w_minus in [(0, 0.5), (0.75, 0.5), (0.75, 0.1), (2, 0.3)]:
    p = p_over_mc * m_e * c
    amplitude, period = measured_motion(p, w_minus)
    expected = tremble_amplitude(p, m_e, c, w_minus)
    assert abs(amplitude / expected - 1) < 1e-3
    assert abs(period * tremble_frequency(p, m_e, c) / two_pi - 1) < 1e-4
still_amplitude, _ = measured_motion(0.75 * m_e * c, 0)
assert still_amplitude < 1e-6 * hbar / (m_e * c)

omega_e = tremble_frequency(0, m_e, c)
amp_e = tremble_amplitude(0, m_e, c)

# ---- Trapped ion: round model parameters ----
ion_mass = 40 * const.atomic_mass
trap = two_pi * 1e6
wavelength = 700e-9
rabi = two_pi * 20e3
detuning = two_pi * 10e3

width = np.sqrt(hbar / (2 * ion_mass * trap))
eta = two_pi / wavelength * width
speed_s = eta * rabi * width
mass_s = hbar * detuning / (2 * speed_s**2)
omega_s = tremble_frequency(0, mass_s, speed_s)
amp_s = tremble_amplitude(0, mass_s, speed_s)
p_rms = hbar / (2 * width)
ratio = speed_s * p_rms / (mass_s * speed_s**2)

# ---- Dirac prediction for the Gaussian packet, spin starting along +y ----
nodes, weights = np.polynomial.hermite_e.hermegauss(60)
weights = weights / weights.sum()
momenta = nodes * p_rms


def packet_position(times):
    amps = tremble_amplitude(momenta, mass_s, speed_s)
    freqs = tremble_frequency(momenta, mass_s, speed_s)
    return -(1 - np.cos(np.outer(times, freqs))) @ (weights * amps)


# ---- Full laser drive: both tones, all orders in eta, no resonant selection ----
size = 25
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
quadrature = lower + lower.T
recoil = expm(1j * eta * quadrature)
recoil_dag = recoil.conj().T
number = np.arange(size)


def laser_drive(t, state):
    up, down = state[:size], state[size:]
    turn = np.exp(1j * trap * number * t)
    blue = np.exp(-1j * (trap - detuning) * t)
    red = -np.exp(-1j * (-trap - detuning) * t)
    tones = blue + red
    d_up = tones * turn * (recoil @ (turn.conj() * down))
    d_down = np.conj(tones) * turn * (recoil_dag @ (turn.conj() * up))
    return -0.5j * rabi * np.concatenate([d_up, d_down])


start = np.zeros(2 * size, dtype=complex)
start[0], start[size] = 1 / np.sqrt(2), 1j / np.sqrt(2)
cycles = int(round(trap / detuning))
strobe = np.arange(cycles + 1) * two_pi / trap
run = solve_ivp(laser_drive, (0, strobe[-1]), start, method="DOP853",
                t_eval=strobe, rtol=1e-8, atol=1e-10)
assert run.success
up, down = run.y[:size], run.y[size:]
x_laser = width * (np.sum(up.conj() * (quadrature @ up), axis=0)
                   + np.sum(down.conj() * (quadrature @ down), axis=0)).real
x_dirac = packet_position(strobe)
swing_laser = x_laser.max() - x_laser.min()
swing_dirac = x_dirac.max() - x_dirac.min()
deviation = np.max(np.abs(x_laser - x_dirac)) / swing_dirac
# The Dirac form drops terms of relative size eta^2, rabi/trap and
# detuning/trap, each about one to a few percent or less.
assert deviation < 0.03

# ---- Detuning that a one-micron amplitude would need ----
micron_detuning = speed_s / 1e-6
micron_ratio = 1e-6 / width

print("ELECTRON")
print(f"hbar = {hbar:.5e} J s")
print(f"electron mass = {m_e:.5e} kg")
print(f"speed of light = {c:.5e} m/s")
print(f"energy gap 2mc^2 = {2 * m_e * c**2:.4e} J")
print(f"trembling angular frequency = {omega_e:.4e} rad/s")
print(f"trembling cyclic frequency = {omega_e / two_pi:.4e} Hz")
print(f"trembling period = {two_pi / omega_e:.4e} s")
print(f"largest amplitude = {amp_e * 1e12:.4f} pm")
p_fast = 0.75 * m_e * c
print(f"at p = 0.75 mc: angular frequency = "
      f"{tremble_frequency(p_fast, m_e, c):.4e} rad/s")
print(f"at p = 0.75 mc: largest amplitude = "
      f"{tremble_amplitude(p_fast, m_e, c) * 1e12:.4f} pm")
print(f"at p = 0, negative weight 0.1: amplitude = "
      f"{tremble_amplitude(0, m_e, c, 0.1) * 1e12:.4f} pm")
print("TRAPPED-ION SIMULATOR (model parameters)")
print(f"ion mass = {ion_mass / const.atomic_mass:.0f} u = {ion_mass:.4e} kg")
print(f"trap frequency (cyclic) = {trap / two_pi / 1e6:.1f} MHz")
print(f"laser wavelength = {wavelength * 1e9:.0f} nm")
print(f"Rabi frequency (cyclic) = {rabi / two_pi / 1e3:.1f} kHz")
print(f"common detuning (cyclic) = {detuning / two_pi / 1e3:.1f} kHz")
print(f"ground-state width = {width * 1e9:.3f} nm")
print(f"Lamb-Dicke parameter eta = {eta:.4f}")
print(f"simulated speed of light = {speed_s:.4e} m/s")
print(f"simulated mass = {mass_s:.4e} kg")
print(f"trembling angular frequency = {omega_s:.4e} rad/s")
print(f"trembling cyclic frequency = {omega_s / two_pi / 1e3:.3f} kHz")
print(f"trembling period = {two_pi / omega_s * 1e6:.1f} microseconds")
print(f"largest amplitude = {amp_s * 1e9:.3f} nm")
print(f"rms cp/(mc^2) in the packet = {ratio:.4f}")
print(f"amplitude / packet width = {amp_s / width:.4f}")
print(f"full swing, ideal 2A = {2 * amp_s * 1e9:.3f} nm")
print(f"full swing, Dirac packet = {swing_dirac * 1e9:.3f} nm")
print(f"full swing, full laser drive = {swing_laser * 1e9:.3f} nm")
print(f"largest deviation of the two curves = "
      f"{100 * deviation:.2f} percent of swing")
print("MAP")
print(f"length ratio ion/electron = {amp_s / amp_e:.4e}")
print(f"frequency ratio ion/electron = {omega_s / omega_e:.4e}")
print(f"speed ratio ion/electron = {speed_s / c:.4e}")
print(f"width of the imitated electron packet = {amp_e / ratio * 1e12:.3f} pm")
print(f"cyclic detuning for 1 micron amplitude = "
      f"{micron_detuning / two_pi:.1f} Hz")
print(f"rms cp/(mc^2) at that detuning = {micron_ratio:.1f}")
print("no test failed")
```

Output:

```
ELECTRON
hbar = 1.05457e-34 J s
electron mass = 9.10938e-31 kg
speed of light = 2.99792e+08 m/s
energy gap 2mc^2 = 1.6374e-13 J
trembling angular frequency = 1.5527e+21 rad/s
trembling cyclic frequency = 2.4712e+20 Hz
trembling period = 4.0466e-21 s
largest amplitude = 0.1931 pm
at p = 0.75 mc: angular frequency = 1.9409e+21 rad/s
at p = 0.75 mc: largest amplitude = 0.1236 pm
at p = 0, negative weight 0.1: amplitude = 0.1158 pm
TRAPPED-ION SIMULATOR (model parameters)
ion mass = 40 u = 6.6422e-26 kg
trap frequency (cyclic) = 1.0 MHz
laser wavelength = 700 nm
Rabi frequency (cyclic) = 20.0 kHz
common detuning (cyclic) = 10.0 kHz
ground-state width = 11.240 nm
Lamb-Dicke parameter eta = 0.1009
simulated speed of light = 1.4251e-04 m/s
simulated mass = 1.6313e-22 kg
trembling angular frequency = 6.2832e+04 rad/s
trembling cyclic frequency = 10.000 kHz
trembling period = 100.0 microseconds
largest amplitude = 2.268 nm
rms cp/(mc^2) in the packet = 0.2018
amplitude / packet width = 0.2018
full swing, ideal 2A = 4.536 nm
full swing, Dirac packet = 4.364 nm
full swing, full laser drive = 4.345 nm
largest deviation of the two curves = 0.45 percent of swing
MAP
length ratio ion/electron = 1.1747e+04
frequency ratio ion/electron = 4.0466e-17
speed ratio ion/electron = 4.7537e-13
width of the imitated electron packet = 0.957 pm
cyclic detuning for 1 micron amplitude = 22.7 Hz
rms cp/(mc^2) at that detuning = 89.0
no test failed
```
